# Choosing and testing the Ewald parameter for KKR structure constants

## The problem

At positive energy the lattice sum that defines the KKR structure constants has terms of size \(1/R\) that oscillate without damping, while its reciprocal form has terms of size \(q^{l-2}\), which do not fall fast enough for any \(l\). Neither can simply be truncated. Ewald splitting makes both sums converge like Gaussians, but it introduces a parameter \(\eta\) that can spoil the result. In the fcc example below, cutoffs that give an error of \(2\times10^{-11}\) at a good \(\eta\) give \(8\times10^{-4}\) when \(\eta\) is raised by 60 %. If \(\eta\) is far too small at positive energy, rounding destroys the answer however many vectors are summed.

## Definitions

Hartree atomic units are used, with \(\kappa^2=2E\). The lattice is a Bravais lattice with cell volume \(\Omega\) and nearest-neighbour distance \(b\). Let \(q=|\mathbf q|\), \(\mathbf q=\mathbf k+\mathbf K\), and assume \(\kappa^2\ne q^2\) for all \(\mathbf K\). With \((\nabla^2+\kappa^2)g=\delta\),

\[
G(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(\mathbf r-\mathbf R)
=\frac1\Omega\sum_{\mathbf q}\frac{e^{i\mathbf q\cdot\mathbf r}}{\kappa^2-q^2}.
\]

The function \(-\cos(\kappa r)/(4\pi r)\) has the same source at the origin as \(G\). Their difference therefore solves the free wave equation for \(r<b\), which defines \(D_L\), \(L=(l,m)\):

\[
G(\mathbf r)=-\frac{\cos\kappa r}{4\pi r}+\sum_L D_L\,\kappa^{-l}j_l(\kappa r)\,Y_L(\hat{\mathbf r}).
\]

Choosing \(-e^{i\kappa r}/(4\pi r)\) as the singular part would add \(i\kappa/\sqrt{4\pi}\) to \(D_{00}\).

## The three parts

Take \(\kappa^2=-\gamma^2<0\) first, where \(g=-e^{-\gamma r}/(4\pi r)\). Completing the square gives

\[
\int_0^\infty e^{-r^2\xi^2-\gamma^2/4\xi^2}d\xi=e^{-\gamma r}\int_0^\infty e^{-u^2}d\xi,\qquad u=r\xi-\frac{\gamma}{2\xi}.
\]

The substitution \(\xi\to\gamma/(2r\xi)\) maps \(u\) to \(-u\) and \(d\xi\) to \(\gamma\,d\xi/(2r\xi^2)\). Averaging the two forms produces \(du=(r+\gamma/2\xi^2)d\xi\), so the last integral is \(\frac1{2r}\int_{-\infty}^{\infty}e^{-u^2}du=\sqrt\pi/(2r)\). Hence

\[
g(r)=-\frac1{2\pi^{3/2}}\int_0^\infty e^{-r^2\xi^2+\kappa^2/4\xi^2}\,d\xi .
\]

Split the integral at \(\xi=\eta\). For \(\xi<\eta\), Poisson summation of the Gaussians gives

\[
\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}e^{-|\mathbf r-\mathbf R|^2\xi^2}
=\frac{\pi^{3/2}}{\Omega\,\xi^3}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}e^{-q^2/4\xi^2}.
\]

The remaining integral is elementary, because the derivative of \(e^{(\kappa^2-q^2)/4\xi^2}\) is \(-(\kappa^2-q^2)/(2\xi^3)\) times itself:

\[
-\frac12\int_0^\eta\frac{d\xi}{\xi^3}e^{(\kappa^2-q^2)/4\xi^2}=\frac{e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}.
\]

To extract \(D_L\), use \(\kappa^{-l}j_l(\kappa r)=r^l/(2l+1)!!+O(r^{l+2})\). It suffices to compare the coefficients of \(r^lY_L/(2l+1)!!\) at the origin, and these add over the parts.

**Reciprocal part.** From \(e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_L i^lj_l(qr)Y_L(\hat{\mathbf r})Y_L^*(\hat{\mathbf q})\),

\[
D^1_L=\frac{4\pi i^l}{\Omega}\sum_{\mathbf q}q^lY_L^*(\hat{\mathbf q})\frac{e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}.
\]

**Real-space part.** For \(\mathbf R\ne0\), expand \(e^{2\xi^2\mathbf r\cdot\mathbf R}\) in the same way. Its leading coefficient is \(4\pi(2\xi^2R)^lY_L^*(\hat{\mathbf R})\), and \(4\pi\,2^l/(2\pi^{3/2})=2^{l+1}/\sqrt\pi\), so

\[
D^2_L=-\frac{2^{l+1}}{\sqrt\pi}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}R^lY_L^*(\hat{\mathbf R})\int_\eta^\infty\xi^{2l}e^{-R^2\xi^2+\kappa^2/4\xi^2}d\xi .
\]

**On-site part.** The \(\mathbf R=0\) term is spherical and contributes to \(l=0\). As \(r\to0\), \(\int_\eta^\infty e^{-r^2\xi^2}d\xi=\sqrt\pi/(2r)-\eta+O(r^2)\), and the first term cancels against the added \(\cos(\kappa r)/(4\pi r)\). Expanding \(e^{\kappa^2/4\xi^2}-1\) and using \(\int_\eta^\infty\xi^{-2n}d\xi=\eta^{1-2n}/(2n-1)\) supplies the terms \(n\ge1\); the term \(-\eta\) is \(n=0\). A constant \(c\) equals \(\sqrt{4\pi}\,c\,Y_{00}\), hence

\[
D^3_L=-\delta_{l0}\frac\eta\pi\sum_{n=0}^\infty\frac{(\kappa^2/4\eta^2)^n}{n!\,(2n-1)} .
\]

Every part is analytic in \(\kappa^2\) apart from the poles at \(\kappa^2=q^2\), so \(D_L=D^1_L+D^2_L+D^3_L\) continues to positive energy.

## What independence of eta means

Differentiate the parts:

\[
\frac{dD^1_L}{d\eta}=-e^{\kappa^2/4\eta^2}\,\frac{2\pi i^l}{\Omega\eta^3}\sum_{\mathbf q}q^lY_L^*(\hat{\mathbf q})e^{-q^2/4\eta^2},
\]
\[
\frac{d(D^2_L+D^3_L)}{d\eta}=e^{\kappa^2/4\eta^2}\,\frac{2^{l+1}\eta^{2l}}{\sqrt\pi}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}R^lY_L^*(\hat{\mathbf R})e^{-\eta^2R^2}.
\]

The second sum includes \(\mathbf R=0\), whose value for \(l=0\) is \((2/\sqrt\pi)/\sqrt{4\pi}=1/\pi\), the derivative of \(D^3\) without its exponential. The two lines cancel because the sums are the \(r^l\) coefficients of the Poisson formula at \(\xi=\eta\).

The energy has dropped out, apart from a common factor. A program that uses a wrong \(\kappa^2\) consistently therefore passes the test. So does one that reverses \(\mathbf k\) in both sums, or adds a term free of \(\eta\). Independence of \(\eta\) is necessary for correctness, not sufficient.

## Cutoffs from a tolerance

The units of \(D_L\) depend on \(l\), so one tolerance needs a scale. At \(\kappa=0\) and \(\eta\to0\), a neighbour at distance \(R\) contributes \(-(2l-1)!!\,e^{i\mathbf k\cdot\mathbf R}Y_L^*/R^{l+1}\), by \(\int_0^\infty\xi^{2l}e^{-R^2\xi^2}d\xi=\sqrt\pi\,(2l-1)!!/(2^{l+1}R^{2l+1})\). Use the dimensionless \(S_lD_L\), with \(S_l=b^{l+1}/(2l-1)!!\) and \((-1)!!=1\). All errors below are absolute errors of \(S_lD_L\), maximized over \(L\).

The addition theorem gives \(|Y_L|\le y_l=\sqrt{(2l+1)/4\pi}\). With \(t=R^2\xi^2\) in the radial integral, the terms are bounded by

\[
f_R(R)=S_l\frac{2^ly_l}{\sqrt\pi}\frac{\Gamma(l+\frac12,\eta^2R^2)}{R^{l+1}}\,e^{\max(\kappa^2,0)/4\eta^2},
\]
\[
f_K(q)=S_l\frac{4\pi y_l}{\Omega}\,\frac{q^l\,e^{(\kappa^2-q^2)/4\eta^2}}{q^2-\kappa^2}.
\]

The first decreases everywhere; the second decreases once \(q^2>2l\eta^2\) and \(q^2>\kappa^2\).

To bound the sum of a decreasing \(f\) over lattice vectors \(v>c\), spread each term over the Wigner–Seitz cell around its vector. Let \(V\) be the cell volume (\(\Omega\) or \((2\pi)^3/\Omega\)) and \(\rho\) the largest distance from a cell's centre to its boundary. A point \(\mathbf x\) in the cell satisfies \(v\ge x-\rho\), so \(f(v)\le f(\max(c,x-\rho))\), and \(x>c-\rho\). Integrating over all such \(\mathbf x\), with \(t=x-\rho\) in the outer region,

\[
\sum_{v>c}f(v)\le\frac{4\pi}{V}\left[f(c)\int_{\max(c-\rho,0)}^{c+\rho}x^2dx+\int_c^\infty f(t)(t+\rho)^2dt\right].
\]

The argument also holds for the shifted lattice of \(\mathbf q\). For fcc, \(\rho=a/2\) in real space and \(\sqrt5\,\pi/a\) in reciprocal space. Setting each bound, maximized over \(l\), to \(\varepsilon/2\) yields \(R_c\) and \(Q_c\) and limits the truncation error to \(\varepsilon\).

## The cheapest eta

To leading order the Gaussians decide: \(e^{-\eta^2R_c^2}=e^{-Q_c^2/4\eta^2}=\varepsilon\). Thus \(R_c=s/\eta\) and \(Q_c=2\eta s\), with \(s^2=\ln(1/\varepsilon)\). This drops the factor \(e^{\kappa^2/4\eta^2}\) of both bounds, which would add \(\kappa^2/4\eta^2\) to \(s^2\), so what follows needs \(\kappa^2/4\eta^2\ll\ln(1/\varepsilon)\). The numbers of vectors are

\[
N_R=\frac{4\pi s^3}{3\,\Omega\,\eta^3},\qquad
N_K=\frac{4\pi}{3}(2\eta s)^3\frac{\Omega}{8\pi^3}=\frac{4s^3\Omega\,\eta^3}{3\pi^2}.
\]

Their product does not contain \(\eta\). With costs \(t_R\) and \(t_K\) per vector, the sum \(t_RN_R+t_KN_K\) of two numbers with fixed product is least when they are equal, which gives

\[
\eta_0=\frac{\sqrt\pi}{\Omega^{1/3}}\left(\frac{t_R}{t_K}\right)^{1/6}.
\]

The sixth root makes a rough timing sufficient. For \(\eta=\lambda\eta_0\) the cost is multiplied by \((\lambda^3+\lambda^{-3})/2\), about 4 at \(\lambda=2\). For equal costs each sum has \(4s^3/(3\sqrt\pi)\) vectors, independent of the cell volume as long as \(\kappa^2/4\eta_0^2=\kappa^2\Omega^{2/3}/4\pi\) stays small against \(\ln(1/\varepsilon)\).

## Rounding sets a floor

At positive energy and small \(\eta\), the parts contain terms that grow as \(e^{\kappa^2/4\eta^2}\), up to power-law prefactors, and must cancel when the result is of order one, as it is in the example below. With machine epsilon \(u\) and a reserve of two digits, require

\[
\frac{\kappa^2}{4\eta^2}\le\Lambda=\ln\frac{\varepsilon}{100u},\qquad\text{so}\qquad \eta\ge\frac{\kappa}{2\sqrt\Lambda}.
\]

The floor exists only for \(\varepsilon>100u\), about \(2\times10^{-14}\) in double precision. It is an estimate, not a bound, and it presumes a result of order one. Reciprocal terms with \(q\) near \(\kappa\) carry the factor \((\kappa b)^l/(2l-1)!!\), which grows with energy, and with \(l\) as long as \(2l+1<\kappa b\); at high energy it can become very large. Once \(|S_lD_L|\) exceeds \(\varepsilon/u\), an absolute error \(\varepsilon\) is out of reach for any \(\eta\), and a relative tolerance is needed. At negative energy the power series of \(D^3\) alternates from \(n=1\) on, with terms of the same magnitude as at \(|\kappa^2|\), so the floor is applied with \(|\kappa^2|\) there as well when the series is summed. The terms of \(D^1\) and \(D^2\) carry no growing exponential for \(\kappa^2<0\), and the closed form \(-e^{-y}-\sqrt{\pi y}\,\operatorname{erf}\sqrt y\) of the series, with \(y=|\kappa^2|/4\eta^2\), is free of this cancellation. The floor overtakes \(\eta_0\) when \(E>2\Lambda\eta_0^2\). Above that energy the reciprocal sum dominates, and its leading count grows as \(\eta^3\propto E^{3/2}\).

## Pseudocode

```
input: lattice, k, E, lmax, eps (larger than 100*u), tR/tK
kappa2 = 2*E
eta    = sqrt(pi)/Omega^(1/3) * (tR/tK)^(1/6)
if kappa2 != 0:
    eta = max(eta, sqrt(abs(kappa2))/(2*sqrt(ln(eps/(100*u)))))

function D(eta):
    Rc = root of max_l realTail(Rc, eta)  = eps/2
    Qc = root of max_l recipTail(Qc, eta) = eps/2,
         with Qc^2 > 2*lmax*eta^2 and Qc^2 > kappa2
         (if the bound is already below eps/2 at this lower limit,
         take the limit itself as Qc)
    return D1(Qc) + D2(Rc) + D3

# once per implementation, with tR/tK = 1, at a general k, including odd l:
require |S*(D(eta) - D(1.3*eta))| <= 2*eps
require D = plain lattice sum at a negative energy
```

For KKR matrices with \(l\le l_{\rm m}\), set `lmax` to \(2l_{\rm m}\), since a product of two such harmonics contains no higher \(l\).

The radial integral is safe by quadrature: with \(\xi=\eta e^v\) its integrand is positive and smooth. Gauss–Legendre with 80 points on \(0<v<\frac12\ln[1+60/(\eta R)^2]\) agreed with high-precision integration to a relative \(10^{-11}\) in the cases tested.

## A reference without eta

For \(\kappa^2=-\gamma^2\) the plain sum converges. The partial wave of \(g(\mathbf r-\mathbf R)\) for \(r<R\) has the form \(-C\,i_l(\gamma r)k_l(\gamma R)\), with modified spherical Bessel functions normalized by \(k_0(x)=\pi e^{-x}/2x\). The unit source requires a jump \(1/R^2\) in its radial derivative. Since \(i_lk_l'-i_l'k_l=-\pi/2x^2\), this gives \(C=2\gamma/\pi\). With \(\kappa^{-l}j_l(\kappa r)=\gamma^{-l}i_l(\gamma r)\),

\[
D_L=-\frac{2\gamma^{l+1}}{\pi}\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}k_l(\gamma R)Y_L^*(\hat{\mathbf R})+\delta_{l0}\frac{\gamma}{\sqrt{4\pi}} .
\]

The last term comes from \((\cosh\gamma r-e^{-\gamma r})/(4\pi r)=\gamma\,i_0(\gamma r)/(4\pi)\).

To reach \(x=\kappa^2>0\), interpolate the partial waves of \(G\) at one fixed radius \(r<b\) from negative energies \(x_i\), with Lagrange polynomials \(\ell_i(x)\). The remainder is known:

\[
\frac1{x-q^2}-\sum_i\frac{\ell_i(x)}{x_i-q^2}=\frac1{x-q^2}\prod_i\frac{x-x_i}{q^2-x_i}.
\]

Multiplied by \(x-q^2\), the left side is a polynomial whose degree is the number of nodes. It vanishes at each \(x_i\) and equals 1 at \(x=q^2\), which identifies the product. With five nodes the right side falls as \(q^{-12}\), so its reciprocal sum converges quickly. Adding back the cosine term for \(l=0\) and dividing by \(\kappa^{-l}j_l(\kappa r)\), at a radius where this is not zero, gives \(D_L\).

## Worked example

Take an fcc lattice with \(a=7\) bohr, \(E=0.3\) hartree (8.163 eV), \(\mathbf k=(2\pi/a)(0.3,0.2,0.1)\), \(l\le4\) and \(\varepsilon=10^{-8}\). Then \(\Omega=a^3/4=85.75\) bohr³, \(b=4.950\) bohr and \(\kappa^2=0.6\) bohr⁻². For equal costs

\[
\eta_0=\frac{1.7725}{85.75^{1/3}}=0.4019\ \text{bohr}^{-1}=0.7596\ \text{Å}^{-1}.
\]

Minimizing the cost with the full tail bounds gives 0.3989 bohr⁻¹. For \(t_R/t_K=10\) the minimum is at 0.580 against the rule's 0.590 bohr⁻¹.

The leading estimate has \(s=\sqrt{\ln10^8}=4.29\), \(R_c=10.7\) bohr, \(Q_c=3.45\) bohr⁻¹ and about 60 vectors per sum. The bounds include prefactors and the cell margin, and ask for more:

| \(\eta/\eta_0\) | \(R_c\) (bohr) | \(Q_c\) (bohr⁻¹) | \(N_R\) | \(N_K\) | error |
|---|---|---|---|---|---|
| 0.5 | 27.46 | 2.19 | 958 | 15 | 3e-11 |
| 1.0 | 13.56 | 4.36 | 134 | 125 | 2e-11 |
| 2.0 | 6.95 | 9.05 | 12 | 1068 | 9e-11 |

The errors are measured against the reference without \(\eta\). They lie at least a hundred times below \(\varepsilon\), so the bounds are safe but not tight. The total count at \(2\eta_0\) is \(1080/259=4.2\) times that at \(\eta_0\), and at \(0.5\eta_0\) it is \(973/259=3.8\) times; the leading estimate predicts 4.1 for both.

The scaled \(D_{00}\) shows the compensation. At \(\eta_0\), \(\kappa^2/4\eta_0^2=0.928\), the series in \(D^3\) sums to 0.1040, and the on-site part is \(-(b\eta_0/\pi)(0.1040)=-0.6333\times0.1040\approx-0.066\). The total is

\[
0.7820062-0.0218518-0.0658409=0.6943135.
\]

At \(0.5\eta_0\) the parts are \(8.56843\), \(-4.99947\) and \(-2.87465\), with the same total.

Keeping the cutoffs of \(\eta_0\) while changing \(\eta\) gives an error of \(9\times10^{-4}\) at \(0.6\eta_0\), where the real-space tail is cut too early, and \(8\times10^{-4}\) at \(1.6\eta_0\), where the reciprocal tail is. Cutoffs and \(\eta\) must change together.

## Failure modes

**Cancellation.** Here \(\Lambda=13.0\) and the floor is 0.107 bohr⁻¹, where the error is still \(8\times10^{-11}\). At 0.0707 bohr⁻¹ the exponent is 30 and the error is \(3\times10^{-3}\), although the truncation bound is still \(10^{-8}\). The size agrees with \(u\,e^{30}\approx2\times10^{-3}\). For this lattice the floor exceeds \(\eta_0\) above 4.2 hartree.

**Missing on-site term.** Results at \(\eta_0\) and \(1.3\eta_0\) then differ by 0.39, so the test detects it.

**Wrong phase in the real-space sum.** Replacing \(e^{i\mathbf k\cdot\mathbf R}\) by \(e^{-i\mathbf k\cdot\mathbf R}\) is equivalent to \(\mathbf R\to-\mathbf R\) in \(Y_L^*\), which multiplies \(D^2_L\) by \((-1)^l\). Even \(l\) is unaffected; odd \(l\) differs by 0.73 between the same two \(\eta\). If \(2\mathbf k\) is a reciprocal lattice vector, the two phases coincide and the fault cannot appear.

**Both values of eta too large.** With the same phase fault, \(3\eta_0\) and \(3.5\eta_0\) agree to \(3\times10^{-11}\). The real-space terms then carry the Gaussian factor \(e^{-\eta^2R^2}\le e^{-(3\eta_0b)^2}\approx e^{-36}\), times a power of \(\eta R\), and the bound puts \(R_c\) at 4.7 and 4.1 bohr, below \(b\). The real-space sum is empty and goes untested, and the \(3\times10^{-11}\) is reciprocal truncation error. Compare values near the equal-cost \(\eta_0=\sqrt\pi/\Omega^{1/3}\), where both sums matter; a large \(t_R/t_K\) shifts the cheapest \(\eta\) towards the region where the test is blind.

**Wrong energy unit.** Using \(\kappa^2=E\) leaves a difference of \(4\times10^{-11}\) between \(\eta_0\) and \(1.3\eta_0\), while the constants are wrong by 1.1. The comparison with a plain lattice sum at a known negative energy exposes this fault, provided that sum takes its decay constant from \(\gamma^2=-2E\) independently.

**Free-electron poles.** Near \(\kappa^2=q^2\), \(D_L\) diverges for every \(\eta\) unless its residue, \((4\pi i^l/\Omega)\sum q^lY_L^*(\hat{\mathbf q})\) over the vectors \(\mathbf q\) of that length, vanishes, as it does for \(m\ne0\) when the only such \(\mathbf q\) lies along \(z\). An error \(\delta\) in \(\kappa^2\) changes the pole term by about \(\delta/(\kappa^2-q^2)^2\) times its residue, and no choice of \(\eta\) removes this sensitivity.

The numerical check confirms the Poisson identity and compares the Ewald result at \(\eta_0\), with cutoffs set for \(\varepsilon=10^{-12}\), with both references: the largest deviations are \(2\times10^{-15}\) at \(\kappa^2=-0.64\) bohr⁻² and \(7\times10^{-14}\) at the positive energy of the example.

## Calculated quantities

```
fcc lattice constant: 7.0 bohr, cell volume: 85.75 bohr^3
nearest-neighbour distance b: 4.9497 bohr
energy: 0.30 hartree = 8.163 eV
kappa^2: 0.60 bohr^-2; target eps: 1e-08 (scaled D_L)
k: [0.26928 0.17952 0.08976] bohr^-1
balanced eta0: 0.40194 bohr^-1 = 0.75956 angstrom^-1
leading estimate: s = 4.292, R_c = 10.68 bohr, Q_c = 3.450 bohr^-1
leading vector count in each sum: 59.5
Ewald minus direct sum, kappa^2=-0.64 bohr^-2: 2.0e-15 (scaled)
Ewald minus eta-free reference, E>0: 6.8e-14 (scaled)
t_R/t_K = 1: cheapest eta 0.3989, rule 0.4019 bohr^-1
t_R/t_K = 10: cheapest eta 0.5803, rule 0.5900 bohr^-1
own cutoffs: eta/eta0, R_c (bohr), Q_c (bohr^-1), N_R, N_K, error (scaled)
  0.5   27.46   2.187    958     15  3.1e-11
  0.7   19.33   3.031    368     42  1.9e-11
  1.0   13.56   4.363    134    125  1.9e-11
  1.4    9.78   6.206     42    343  3.3e-11
  2.0    6.95   9.049     12   1068  8.6e-11
largest difference between these eta: 9.1e-11 (scaled)
D_00 scaled: eta/eta0, reciprocal, real-space, on-site, total
  0.5    8.56843321   -4.99947154   -2.87464816    0.69431351
  0.7    1.94148126   -0.43733354   -0.80983421    0.69431351
  1.0    0.78200619   -0.02185177   -0.06584090    0.69431351
  1.4    0.26454511   -0.00025528    0.43002368    0.69431351
  2.0   -0.26633646   -0.00000005    0.96065002    0.69431351
scaled D_lm at eta0 (dimensionless):
  l=1 m=0: +0.00000000 +0.82858382 i
  l=2 m=0: +0.83356755 +0.00000000 i
  l=3 m=0: +0.00000000 +0.87900635 i
  l=4 m=0: +2.80039130 +0.00000000 i
cutoffs fixed at eta0 values: eta/eta0, error, real bound, recip. bound
  0.60  9.2e-04  1.8e-01  4.5e-31
  0.80  2.3e-07  8.5e-05  5.2e-16
  1.00  1.9e-11  5.0e-09  5.0e-09
  1.25  6.0e-07  9.0e-16  1.5e-04
  1.60  7.9e-04  5.3e-28  1.9e-01
allowed kappa^2/(4 eta^2): 13.02; eta floor 0.1073 bohr^-1
error at the floor: 8.4e-11 (scaled)
eta 0.0707 bohr^-1, exponent 30: error 3.4e-03 (scaled)
floor exceeds eta0 above E = 4.21 hartree
faults: difference between eta0 and 1.3 eta0 (scaled)
  on-site term omitted: 3.90e-01
  wrong real-space phase: even l 2.1e-11, odd l 7.29e-01
  same phase fault, 3 eta0 against 3.5 eta0: 2.5e-11
  kappa^2 = E instead of 2E: 3.6e-11, true error 1.12e+00
```
